# Intrinsic and Broadened Interface Widths in a Strongly Segregated Block Copolymer

## Problem

A symmetric diblock copolymer for directed assembly forms alternating A and B lamellae. Both blocks have statistical segment length \(b=0.70\) nm and segment volume \(v=0.18\) nm\(^3\). The interaction parameter is \(\chi=0.10\) at the anneal temperature, 453 K.

The length \(b\) is defined by the mean-square end-to-end distance \(Nb^2\) of an ideal chain of \(N\) segments. The energy of mixing per segment volume is \(k_BT\,\chi\phi_A\phi_B\), where \(\phi_A\) and \(\phi_B\) are volume fractions. The melt is incompressible, so \(\phi_A+\phi_B=1\).

1. Find the mean-field profile \(\phi_A(x)\) across a flat interface in the limit \(\chi N\to\infty\). Define the width by \(w=1/|\phi_A'|\) at the point \(\phi_A=1/2\), and calculate it.
2. Find the interfacial tension and explain what sets the width.
3. Estimate how finite chain length, bond stiffness, capillary waves and temperature change the answer for a copolymer with \(N=300\).

## Solution

### 1. The intrinsic profile

**Chain statistics.** Let \(q(x,s)\) be the statistical weight of a chain piece of \(s\) segments that ends at \(x\), in a field \(W(x)\) measured in \(k_BT\) per segment. Adding a short piece \(ds\) displaces the end by a random amount \(\Delta\), whose variance along \(x\) is \(b^2ds/3\). Therefore

\[
q(x,s+ds)=e^{-W\,ds}\,\langle q(x-\Delta,s)\rangle
= q+ds\left(\frac{b^2}{6}\frac{\partial^2q}{\partial x^2}-Wq\right).
\]

The factor \(b^2/6\) is half the variance per segment. The result is

\[
\frac{\partial q}{\partial s}=\frac{b^2}{6}\frac{\partial^2 q}{\partial x^2}-Wq .
\]

Near the interface the field is of order \(\chi\), while for most segments of a long chain that is not strongly stretched \(\partial q/\partial s\) is of order \(q/N\). For \(\chi N\gg1\) the left side can be dropped. In an A block, \(q\) must also decay on the B side, which fixes its shape up to a factor depending on \(s\). The two pieces of chain that meet at a segment then have the same shape \(q_A(x)\), and their product gives the density. With suitable normalization,

\[
\phi_A=q_A^2,\qquad \phi_B=q_B^2,\qquad q_A^2+q_B^2=1 .
\]

This is a leading-order statement: segments close to the junction and the stretching of the blocks are neglected.

**Fields.** Differentiating \(\chi\phi_A\phi_B\) with respect to \(\phi_A\) gives the interaction field \(\chi\phi_B\) on an A segment. A pressure field \(\xi(x)\), common to both species, enforces incompressibility. Thus

\[
\frac{b^2}{6}q_A''=(\chi q_B^2+\xi)q_A,\qquad
\frac{b^2}{6}q_B''=(\chi q_A^2+\xi)q_B .
\]

**First integral.** Multiply the first equation by \(q_A'\), the second by \(q_B'\), and add:

\[
\frac{b^2}{12}\frac{d}{dx}\left(q_A'^2+q_B'^2\right)
=\frac{\chi}{2}\frac{d}{dx}\left(q_A^2q_B^2\right)
+\frac{\xi}{2}\frac{d}{dx}\left(q_A^2+q_B^2\right).
\]

The last term is zero because \(q_A^2+q_B^2=1\). Integrating and multiplying by 2 gives

\[
\frac{b^2}{6}\left(q_A'^2+q_B'^2\right)=\chi\phi_A\phi_B .
\]

The integration constant vanishes because, far from the interface, the gradients and the product \(\phi_A\phi_B\) all go to zero.

**One equation for one function.** Write \(\phi=\phi_A\), so that \(q_A=\sqrt{\phi}\) and \(q_B=\sqrt{1-\phi}\). Then

\[
q_A'^2+q_B'^2=\frac{\phi'^2}{4}\left(\frac1\phi+\frac1{1-\phi}\right)
=\frac{\phi'^2}{4\phi(1-\phi)} .
\]

Substitution in the first integral gives

\[
\phi'^2=\frac{24\chi}{b^2}\,\phi^2(1-\phi)^2 .
\]

Choose A to lie at positive \(x\), so that the positive root applies, and define \(\kappa=\sqrt{6\chi}/b\). Since \(\sqrt{24\chi}=2\sqrt{6\chi}\),

\[
\phi'=2\kappa\,\phi(1-\phi).
\]

Separating variables, with \(\phi(0)=1/2\), gives \(\ln[\phi/(1-\phi)]=2\kappa x\), or

\[
\phi_A(x)=\frac{1}{1+e^{-2\kappa x}}=\frac12\left[1+\tanh(\kappa x)\right].
\]

At the centre \(\phi'=2\kappa\cdot\frac14=\kappa/2\). The width is therefore

\[
w=\frac{2}{\kappa}=\frac{2b}{\sqrt{6\chi}},\qquad
\phi_A(x)=\frac12\left[1+\tanh\frac{2x}{w}\right].
\]

**Check of the separate field equations.** The first integral is a combination of two equations, so each should be confirmed. From \(\phi'\) one finds \(q_A'=\phi'/(2q_A)=\kappa(1-\phi)q_A\). Differentiating again,

\[
q_A''=\kappa\left[-\phi'+\kappa(1-\phi)^2\right]q_A
=\kappa^2(1-\phi)(1-3\phi)q_A .
\]

Because \(b^2\kappa^2/6=\chi\), the A equation requires

\[
\xi=\chi(1-\phi)(1-3\phi)-\chi(1-\phi)=-3\chi\phi(1-\phi).
\]

This is unchanged when A and B are exchanged, so the same \(\xi\) satisfies the B equation.

**Numbers.**

\[
w=\frac{2(0.70\ \text{nm})}{\sqrt{6(0.10)}}
=\frac{1.40\ \text{nm}}{0.7746}=1.807\ \text{nm}\approx1.8\ \text{nm},
\]

or about 18 Å. The length that divides \(x\) inside the hyperbolic tangent is \(1/\kappa=0.904\) nm, half of \(w\). Another measure is the distance between the 10 % and 90 % points. These lie at \(x=\pm(w/4)\ln9\), so their separation is \((w/2)\ln9=1.986\) nm. A quoted width therefore needs its definition.

The values of \(b\) and \(\chi\) must refer to the same segment volume. If the segment is redefined to be \(\lambda\) times larger, then \(v\to\lambda v\), \(\chi\to\lambda\chi\) and \(b^2\to\lambda b^2\). The ratio \(b/\sqrt\chi\), and hence \(w\), does not change. Taking \(b\) and \(\chi\) from different conventions would introduce an error.

For small changes of the parameters,

\[
\frac{dw}{w}=\frac{db}{b}-\frac12\frac{d\chi}{\chi}.
\]

At fixed \(b\), \(\chi=0.08\) gives 2.02 nm and \(\chi=0.12\) gives 1.65 nm.

### 2. Tension and the balance that sets the width

The free energy in a self-consistent field contains the mixing energy, the chain term \(-\ln Q\) per chain, where \(Q\) is the single-chain partition function, and a subtraction of the field energy already counted in \(Q\). With both bulk fields set to zero, \(-\ln Q\) gives no interfacial excess for long homopolymers. In bulk A both \(q\) and the density equal 1, and the total amount of A equals the integral of the end weight \(q(x,N)\) over \(x\). Since that amount is fixed, so is the integral, which determines \(Q\). Finite chain length still alters the fields near the interface, and this changes the tension by a relative amount of order \(1/(\chi N)\). The excess free energy per area, in units of \(k_BT/v\), is then

\[
f=\int\left[\chi\phi_A\phi_B-W_A\phi_A-W_B\phi_B\right]dx .
\]

The field equation gives \(W_A\phi_A=(b^2/6)q_Aq_A''\), and likewise for B. Integrating by parts, with no boundary terms because the gradients vanish in the bulk,

\[
f=\int\left[\frac{b^2}{6}\left(q_A'^2+q_B'^2\right)+\chi\phi_A\phi_B\right]dx .
\]

The first term is the loss of chain entropy caused by composition gradients. The second is the cost of unlike contacts.

Insert a hyperbolic-tangent profile of arbitrary width \(y\), for which \(\phi'=(4/y)\phi(1-\phi)\). Changing variable from \(x\) to \(\phi\), the two terms become

\[
\int\frac{b^2\phi'^2}{24\phi(1-\phi)}dx
=\frac{b^2}{24}\,\frac4y\int_0^1d\phi=\frac{b^2}{6y},
\qquad
\chi\int\phi(1-\phi)\,dx=\frac{\chi y}{4}.
\]

A sharp interface costs entropy and a broad one costs contacts. Setting the derivative of the sum to zero gives \(b^2/(6y^2)=\chi/4\), hence \(y=2b/\sqrt{6\chi}\), as before. At this width the two terms are equal, so

\[
\gamma=\frac{k_BT}{v}\,\frac{b^2}{3w}
=\frac{k_BT}{v}\,b\sqrt{\frac{\chi}{6}} .
\]

For the given parameters,

\[
\frac{\gamma}{k_BT}=\frac{0.70\ \text{nm}}{0.18\ \text{nm}^3}
\sqrt{\frac{0.10}{6}}=0.502\ \text{nm}^{-2},
\]

which is 3.14 mN/m at 453 K.

The limit used here can be tested without assuming that \(\partial q/\partial s\) is negligible. The full propagator equations were solved, with a contour step of one segment, for A and B homopolymers meeting at an interface in a 30 nm cell with reflecting walls. The widths are 1.887 nm for chains of 300 segments and 1.842 nm for 600. If the leading correction is proportional to \(1/N\), the infinite-chain value is \(2(1.842)-1.887=1.797\) nm. This is 0.6 % below the formula. The gap comes from the finite contour step, which narrows each of these widths by about 0.01 nm; for the continuous chain they are 1.899 and 1.854 nm and extrapolate to within 0.1 % of the formula. The tension extrapolated in the same way is 0.2 % below its formula. Both agree within the 2 % tolerance set for this test.

### 3. What the intrinsic width leaves out

**Finite copolymer length.** A first condition for the formula is that \(w\) be small compared with the coil radius \(R_g=b\sqrt{N/6}\):

\[
\frac{w}{R_g}=\frac{2}{\sqrt{\chi N}} .
\]

For \(N=300\), \(\chi N=30\) and the ratio is about 0.37, which is not very small. The self-consistent equations for the symmetric diblock, solved with the same one-segment contour step at the period of lowest free energy, give the following results. For the continuous chain the widths are about 0.01 nm larger, 2.51 and 2.30 nm. The excess is relative to \(w=1.807\) nm.

| \(N\) | Period (nm) | Width (nm) | Excess |
|---|---:|---:|---:|
| 300 | 22.2 | 2.50 | 38 % |
| 600 | 36.3 | 2.29 | 27 % |

The excess falls with chain length but is still large at \(N=600\). Block length alone does not account for it. The \(N=600\) copolymer has blocks of 300 segments, and homopolymers of 300 segments have an interface only about 5 % wider than the limit (4 % at the one-segment contour step). Most of the excess therefore comes from joining the blocks and arranging them in lamellae. These calculations do not separate those two causes.

Thus 1.8 nm is the strong-segregation reference value, while 2.5 nm is the mean-field prediction for this particular copolymer.

**Bond stiffness.** The continuous Gaussian chain is reliable when composition changes slowly over one segment. Here \(w/b=2.58\), so the separation of lengths is modest. Replacing Gaussian bonds by freely jointed rigid bonds of length \(b\), at the same 22.2 nm period, raises the \(N=300\) width from 2.50 to 2.55 nm, or 1.8 %. The 2.50 nm refers to discrete Gaussian bonds; relative to the continuous chain, 2.51 nm, the rise is about 1.5 %. This tests one kind of bond. It does not describe real backbone stiffness or local packing. Since \(w/b=2/\sqrt{6\chi}\), the separation becomes worse as \(\chi\) grows.

**Capillary waves.** The mean-field interface is flat, but thermal motion displaces it by \(u(\mathbf r)\). For small slopes the added area costs \((\gamma/2)\int|\nabla u|^2d^2r\). Equipartition over an area \(S\) gives \(\langle|u_{\mathbf k}|^2\rangle=k_BT/(\gamma Sk^2)\) for each wavevector \(\mathbf k\). Replacing the sum over modes by \(S\int d^2k/(2\pi)^2\),

\[
\langle u^2\rangle=\frac{k_BT}{2\pi\gamma}\int\frac{dk}{k}
=\frac{k_BT}{2\pi\gamma}\ln\frac{\lambda_{\max}}{\lambda_{\min}} .
\]

Take the 22.2 nm period as the longest wavelength and \(w\) as the shortest:

\[
\langle u^2\rangle^{1/2}
=\left[\frac{\ln(22.2/1.807)}{2\pi(0.502\ \text{nm}^{-2})}\right]^{1/2}
=0.89\ \text{nm}.
\]

An explicit sum over the modes of a 500 nm square patch agrees with the logarithm to within 0.1 %. That confirms the integral, not the choice of cutoffs.

A measurement that averages along the interface sees the intrinsic profile smeared by a Gaussian distribution \(P(u)\) of displacements. Its apparent width follows from the averaged slope at the centre:

\[
\frac{1}{w_{\rm app}}=\int P(u)\,\frac1w\,
\operatorname{sech}^2\!\left(\frac{2u}{w}\right)du .
\]

This gives \(w_{\rm app}=2.96\) nm. Raising the short cutoff to \(2w\) gives 2.70 nm, so the estimate is uncertain by at least a few tenths of a nanometre. The small-slope assumption is also strained: the same mode amplitudes give a root-mean-square slope of about 1.4 for the cutoff \(w\) and 0.7 for \(2w\). Both widths are therefore rough estimates. They start from the infinite-chain width and tension and treat one interface as independent of its neighbours. They do not include the finite-length broadening found above, and the two increases should not simply be added.

**Temperature.** Suppose that \(\chi\propto1/T\) and that \(b\) stays fixed. Then \(w\propto\sqrt T\). Cooling from 453 K to an assumed glass temperature of 373 K gives

\[
w=1.807\ \text{nm}\,\sqrt{\frac{373}{453}}=1.640\ \text{nm},
\]

a decrease of 9.3 %. This is the change in the equilibrium width for infinitely long chains. For \(N=300\), cooling also raises \(\chi N\) from 30 to about 36, which reduces the finite-length broadening, so the mean-field width falls somewhat more, by about 12 % if the period re-equilibrates and about 13 % if it stays fixed. Measured interaction parameters usually have the form \(\chi=A+B/T\). When the constant part \(A\) is large and positive, as for polystyrene–poly(methyl methacrylate), the change over this range is only a few per cent, so these figures apply only to \(\chi\propto1/T\). Whether a film follows the equilibrium width during cooling depends on how fast its chains relax.

**Relation to a measurement.** The parameters are round values and do not represent a particular material. In a real copolymer film, the assumptions of infinite length and a flat interface both fail. For the present numbers, the first failure moves the mean-field width from 1.8 to 2.5 nm. The second, applied separately to the 1.8 nm profile, gives an apparent width of about 2.7 to 3.0 nm for the two cutoffs considered. A laterally averaged width near 3 nm would therefore not by itself contradict \(\chi=0.10\). Inserting it directly into \(w=2b/\sqrt{6\chi}\) would give too small a value of \(\chi\).

Most of the computed values are collected in the numerical output below.

## Table of computed values

```
segment length b: 0.70 nm
interaction parameter chi: 0.10
segment volume v: 0.18 nm^3
anneal temperature: 453 K
square root of 6 chi: 0.7746
tanh length b/sqrt(6 chi): 0.9037 nm
intrinsic width w: 1.8074 nm
intrinsic width w: 18.07 angstrom
width / segment length: 2.58
10-90 % distance: 1.986 nm
width if chi = 0.08: 2.021 nm
width if chi = 0.12: 1.650 nm
width from energy minimum: 1.8074 nm
tension / kT: 0.502 1/nm^2
tension at anneal: 3.14 mN/m
homopolymer width, N=300: 1.887 nm
homopolymer width, N=600: 1.842 nm
homopolymer width, 1/N -> 0: 1.797 nm
extrapolated width minus formula: -0.60 %
extrapolated tension minus formula: -0.21 %
diblock chi N, N=300: 30
diblock period, N=300: 22.2 nm
diblock width, N=300: 2.502 nm
finite-chain broadening, N=300: 38.5 %
diblock period, N=600: 36.3 nm
diblock width, N=600: 2.291 nm
finite-chain broadening, N=600: 26.7 %
width change, half contour step: 0.20 %
diblock width, rigid bonds, N=300: 2.546 nm
width change, rigid bonds: 1.76 %
capillary rms displacement: 0.891 nm
mode sum / logarithm: 0.9994
wave-averaged width, short cutoff w: 2.96 nm
wave-averaged width, short cutoff 2w: 2.70 nm
assumed glass temperature: 373 K
width at glass temperature, chi ~ 1/T: 1.640 nm
width change on cooling: -9.3 %
```
